# Why Brillouin-zone sampling errors of a metal oscillate with grid size, part 1

(Sections cited here and not found follow in the second part.)

## The result

Take one smooth band $\varepsilon(\mathbf k)$ in $d$ dimensions on a square or simple cubic lattice with lattice constant $a=1$, zone volume $V=(2\pi)^d$, energies in the hopping $t$, $k_B=1$, and all quantities per site and per spin. The velocity $\mathbf v=\nabla\varepsilon$ is assumed nonzero on the Fermi surface $\varepsilon=\mu$. The zone average of $F=g(\mathbf k)\,\theta(\mu-\varepsilon)$, with $g$ smooth and periodic, is sampled on the grid $\mathbf k_{\mathbf j}=2\pi(\mathbf j+\mathbf s)/N$ with shift $\mathbf s$. The error is

$$\delta I_N(\mathbf s)=\sum_{\mathbf n\neq0}c_{N\mathbf n}\,e^{2\pi i\,\mathbf s\cdot\mathbf n},\qquad c_{\mathbf R}=\frac1V\int F\,e^{-i\mathbf k\cdot\mathbf R}\,d^dk, \tag{1}$$

with $\mathbf n$ an integer vector, and for large $R=|\mathbf R|$

$$c_{\mathbf R}\simeq\frac1V\sum_{*}g(\mathbf k_*)\,\frac{i\sigma}{R}\left(\frac{2\pi}{R}\right)^{\frac{d-1}{2}}\frac{1}{\sqrt{|K|}}\,\exp\!\left(-i\,\mathbf k_*\cdot\mathbf R+\frac{i\pi\sigma m}{4}\right). \tag{2}$$

The sum runs over the Fermi-surface points $\mathbf k_*$ where $\mathbf v$ is parallel ($\sigma=+1$) or antiparallel ($\sigma=-1$) to the superlattice vector $\mathbf R=N\mathbf n$. With $\kappa_i$ the principal curvatures there, $K=\prod_i\kappa_i$ is the Gaussian curvature and $m=\sum_i\operatorname{sgn}\kappa_i$. The correction to each term is of order $1/R$ relative to the amplitude that term has for $g=1$. Since $\mathbf k_*$ depends only on the direction of $\mathbf n$, each term is $N^{-(d+1)/2}$ times an oscillation in $N$ of frequency $\mathbf k_*\cdot\mathbf n$. The phase is $\mathbf k_*\cdot\mathbf R$ together with a curvature phase and a shift phase; equation (2) needs $K\neq0$; and for a sharp step the series (1) converges in mean square over $\mathbf s$, not absolutely. The numbers quoted below come from the numerical check.

## The grid: which Fourier coefficients survive

For a lattice vector $\mathbf R$, the grid average of a plane wave factorizes into geometric sums,

$$\frac1N\sum_{j=0}^{N-1}e^{2\pi i(j+s)R_\alpha/N}=e^{2\pi i sR_\alpha/N}\times\begin{cases}1,&R_\alpha=Nn_\alpha\\0,&\text{otherwise,}\end{cases}$$

because the sum of the powers of an $N$th root of unity vanishes unless the root is 1. Inserting $F=\sum_{\mathbf R}c_{\mathbf R}e^{i\mathbf k\cdot\mathbf R}$ leaves only $\mathbf R=N\mathbf n$. The term $\mathbf n=0$ is the exact average and the rest is (1).

For discontinuous $F$ the exchange of sums needs a different footing. The grid average $I_N(\mathbf s)$ is a bounded periodic function of $\mathbf s$. Its Fourier coefficient is $N^{-d}\sum_{\mathbf j}\int d^ds\,F(\mathbf k)\,e^{-2\pi i\mathbf s\cdot\mathbf n}$ over the unit cube. With $\mathbf k=2\pi(\mathbf j+\mathbf s)/N$ one has $2\pi\mathbf s\cdot\mathbf n=\mathbf k\cdot N\mathbf n-2\pi\mathbf j\cdot\mathbf n$, the last term drops out of the exponential, $d^ds=(N/2\pi)^dd^dk$, and the cells $\mathbf j$ tile the zone. The coefficient is exactly $c_{N\mathbf n}$. Equation (1) is therefore the Fourier series of a square-integrable function of the shift and always holds in mean square. For a Fermi function at $T=0.1\,t$ on the square lattice described below, with $N=12$ and $\mathbf s=(0.3,0.1)$, the grid error and the sum (1) over fast-Fourier-transform coefficients are both $-1.87701224\times10^{-4}$, tested to $10^{-12}$.

## The bulk and the surface

The product rule gives $\nabla\cdot\left(i\mathbf R\,g\,e^{-i\mathbf k\cdot\mathbf R}/R^2\right)=g\,e^{-i\mathbf k\cdot\mathbf R}+(i/R^2)(\mathbf R\cdot\nabla g)\,e^{-i\mathbf k\cdot\mathbf R}$, since $i\mathbf R\cdot(-i\mathbf R)/R^2=1$. Integrate over the occupied region. The zone faces cancel by periodicity, so the only boundary is the Fermi surface, whose outward normal points toward higher energy, $\hat\nu=\mathbf v/|\mathbf v|$. Writing $c_{\mathbf R}[g]$ for the coefficient with weight $g$,

$$c_{\mathbf R}[g]=\frac{i}{VR^2}\oint g\,(\mathbf R\cdot\hat\nu)\,e^{-i\mathbf k\cdot\mathbf R}\,dS\;+\;c_{\mathbf R}\!\left[-\frac{i\,\mathbf R\cdot\nabla g}{R^2}\right]. \tag{3}$$

This is exact. The last term has the form of the left side with a weight smaller by $1/R$. Applying (3) to it $p$ times leaves surface integrals with prefactors $R^{-1},\dots,R^{-p}$ and a bulk remainder of order $R^{-p}$, for any $p$. The bulk thus contributes less than any power of $1/R$. For a filled smooth band there is no surface, only the remainder is left, and the grid error falls faster than any power of $N$. All power-law error of the metal comes from the surface.

## The surface away from the parallel points

On the surface the phase is $R\psi$ with $\psi=\mathbf k\cdot\hat{\mathbf R}$. Its gradient along the surface is the tangential part of $\hat{\mathbf R}$, namely $\nabla_S\psi=\hat{\mathbf R}-(\hat{\mathbf R}\cdot\hat\nu)\hat\nu$, with squared length $1-(\hat{\mathbf R}\cdot\hat\nu)^2$. It vanishes only where $\hat\nu=\sigma\hat{\mathbf R}$, $\sigma=\pm1$. Split the surface with smooth window functions that add to one, some around such points and the rest away from them. On a window $w$ where $\nabla_S\psi\neq0$,

$$e^{-iR\psi}=\frac{i}{R}\,\frac{\nabla_S\psi}{|\nabla_S\psi|^2}\cdot\nabla_Se^{-iR\psi}.$$

An integration by parts moves the derivative onto $w$ and the other smooth factors, with no edge term because $w$ vanishes smoothly at its edge, and yields a factor $1/R$. The new integrand is again smooth and confined to the window, so the step repeats without end. These patches also contribute less than any power. Physically, the planes of constant $\mathbf k\cdot\mathbf R$ cut the surface into strips of alternating sign that cancel, except where a plane is tangent to the surface.

A weight that vanishes at the parallel points removes the leading term while leaving the rest of the surface weighted. That case is evaluated in the section on weights.

## One parallel point: amplitude and curvature phase

Near $\mathbf k_*$ write $\mathbf k=\mathbf k_*+\mathbf t+h\,\hat\nu_*$ with $\mathbf t$ tangent. Expanding $\varepsilon=\mu$ gives $|\mathbf v|h+\tfrac12\mathbf t\cdot H\mathbf t+O(t^3)=0$, where $H$ is the Hessian of $\varepsilon$; the terms $ht$ and $h^2$ are of order $t^3$ and $t^4$ because $h=O(t^2)$. In the eigenbasis of $H$ restricted to the tangent plane,

$$h=-\tfrac12\sum_{i=1}^{d-1}\kappa_it_i^2,\qquad \kappa_i=\frac{\text{eigenvalue } i \text{ of the tangential Hessian}}{|\mathbf v|}.$$

The sign convention makes $\kappa_i>0$ where the occupied region is convex, as for an electron pocket. Since $\mathbf R=\sigma R\,\hat\nu_*$ is orthogonal to $\mathbf t$, the phase is $\mathbf k\cdot\mathbf R=\mathbf k_*\cdot\mathbf R-\tfrac12\sigma R\sum\kappa_it_i^2$. The measure simplifies exactly: $(\hat\nu\cdot\hat\nu_*)\,dS=d^{d-1}t$ is the projected area, so $(\mathbf R\cdot\hat\nu)\,dS=\sigma R\,d^{d-1}t$. The surface term of (3) becomes

$$\frac{i\sigma}{VR}\,g(\mathbf k_*)\,e^{-i\mathbf k_*\cdot\mathbf R}\prod_i\int dt_i\,e^{+i\sigma R\kappa_it_i^2/2}.$$

For $\lambda>0$ the rotation $t=e^{i\pi/4}u$, through a sector where the integrand decays, turns $\int e^{i\lambda t^2/2}dt$ into $e^{i\pi/4}\int e^{-\lambda u^2/2}du=e^{i\pi/4}\sqrt{2\pi/\lambda}$, and $\lambda<0$ gives the conjugate. With $\lambda=\sigma R\kappa_i$ each direction supplies $\sqrt{2\pi/(R|\kappa_i|)}\,e^{i\pi\sigma\operatorname{sgn}\kappa_i/4}$, and the product is (2). The patch that adds coherently has widths $(R|\kappa_i|)^{-1/2}$, so the flatter the surface, the larger the patch and the error. The phase is unchanged when $\mathbf k_*$ moves by a reciprocal lattice vector, whose product with $\mathbf R$ is a multiple of $2\pi$.

The size of the correction follows from $t\sim R^{-1/2}$. A cubic term $R\gamma t^3$ in the phase is of order $R^{-1/2}$ but odd, so it integrates to zero at first order and enters squared, at order $1/R$. The variation of $g$ linear in $t$ is likewise of order $R^{-1/2}$ and odd, so it enters only through its product with the cubic term, at order $1/R$. A quartic term $Rqt^4$, the variation of $g$ at order $t^2$, and the last term of (3) are of order $1/R$ as well. Inserting $t^2\sim1/(R|\kappa|)$, the expansion needs $R|\kappa|^3\gg\gamma^2$ and $R\kappa^2\gg|q|$.

With $\varepsilon(-\mathbf k)=\varepsilon(\mathbf k)$ the points come in pairs $\pm\mathbf k_*$ with opposite $\sigma$ and equal $m$, and for even real $g$ their terms are complex conjugates. Let $A$ be the modulus of one term for $g=1$ and $\Phi=\mathbf k_*\cdot\mathbf R$ at the $\sigma=+1$ point. The pair gives $2A\,\mathrm{Re}\,[\,i\,e^{-i\Phi+i\pi m/4}]=2A\cos(\Phi-\pi/2-\pi m/4)$:

- $d=2$, convex ($m=1$): $2A\cos(\Phi-3\pi/4)$.
- $d=3$, electron-like elliptic point ($m=2$): $-2A\cos\Phi$; hole-like ($m=-2$): $+2A\cos\Phi$.
- $d=3$, saddle ($m=0$): $2A\sin\Phi$.

For a sphere of radius $k_F$, $K=k_F^{-2}$ and $VA=2\pi k_F/R^2$, so $Vc\simeq-4\pi k_F\cos(k_FR)/R^2$. The radial integral gives $4\pi\int_0^{k_F}k\sin(kR)\,dk/R=4\pi[\sin(k_FR)-k_FR\cos(k_FR)]/R^3$, whose leading term agrees.

The simple cubic band $\varepsilon=-2\sum_\alpha\cos k_\alpha$ isolates the curvature phase. For $\mathbf R\parallel z$ the condition is $\sin k_x=\sin k_y=0$. At $\mu=-3.4\,t$ the Fermi condition $\sum\cos k_\alpha=1.7$ is met only at $(0,0,\pm k_z)$ with $\cos k_z=-0.3$, $k_z=1.8755$. At $\mu=-0.6\,t$ the sum $0.3$ is met only at $(\pi,0,\pm k_z)$ and $(0,\pi,\pm k_z)$ with $\cos k_z=0.3$, $k_z=1.2661$. In both cases $\kappa_i=2\cos k_i/(2\sin k_z)$, so $|K|=1/(1-0.09)=1.0989$, positive in the first case and negative in the second. At $N=64$, $A=(2\pi/64^2)/[(2\pi)^3\sqrt{1.0989}]=5.90\times10^{-6}$. The elliptic pair gives $-2A\cos(120.03)=-9.39\times10^{-6}$ against $-9.56\times10^{-6}$ from quadrature; the two saddle pairs give $4A\sin(81.03)=-1.43\times10^{-5}$ against $-1.41\times10^{-5}$. Over $N=60$ to $64$ the rms residual is 0.011 and 0.007 of the summed amplitude, and 0.011 for the body diagonal at $\mu=-3.4\,t$, where $K=0.1577$; each residual is tested to be below 0.04. Exchanging $m=2$ and $m=0$ raises the rms residuals to 1.01, 1.00 and 1.29.

## The model and its frequencies

The two-dimensional example is $\varepsilon=-2(\cos k_x+\cos k_y)$ at $\mu=-2.4\,t$, round model parameters, with filling $n=0.14277180$ and grand potential $\Omega=-0.10967864\,t$. Write $c_\alpha=\cos k_\alpha$, $s_\alpha=\sin k_\alpha$. Then $\mathbf v=2(s_x,s_y)$, $H=2\,\mathrm{diag}(c_x,c_y)$, the tangent is along $(-s_y,s_x)$, and

$$\kappa|\mathbf v|=\frac{2(c_xs_y^2+c_ys_x^2)}{s_x^2+s_y^2}=\frac{2(c_x+c_y)(1-c_xc_y)}{s_x^2+s_y^2},$$

using $c_x(1-c_y^2)+c_y(1-c_x^2)=(c_x+c_y)(1-c_xc_y)$. On the Fermi curve $c_x+c_y=1.2$, so $\kappa>0$ everywhere. The normal of a simple closed curve turns once in total, and with $\kappa>0$ it turns monotonically, so each direction of $\mathbf n$ has one $\sigma=+1$ point, fixed by $s_x/s_y=n_x/n_y$.

Quadrature of single coefficients at $\mathbf R=80\,\mathbf n$ for $\mathbf n=(0,1),(1,1),(1,2),(1,3)$ is tested against (2) to 3% of the pair amplitude $2A$. For $(0,1)$ the values are $1.6287\times10^{-4}$ and $1.6283\times10^{-4}$. For $(1,1)$ they are $9.56\times10^{-6}$ and $1.057\times10^{-5}$, which differ by 10% of the value but by 0.7% of the amplitude $1.449\times10^{-4}$: the cosine is near a node, and (2) controls errors relative to the amplitude only. Along the axis the rms residual over amplitude falls from 0.00067 near $N=50$ to 0.00016 near $N=200$, a ratio of 4.19 where the $1/R$ law gives about 4; the test accepts 3 to 5.

With $\mathbf R=N\mathbf n$ the phase is $\Phi=N\varphi_{\mathbf n}$, $\varphi_{\mathbf n}=\mathbf k_*\cdot\mathbf n$, independent of $N$. Since $N$ is an integer, $\cos(N\varphi-\alpha)=\cos(N(\varphi-2\pi l)-\alpha)$ and the cosine is even, so the observable frequency is $\varphi$ folded into $[0,\pi]$. For the strongest shells of this model the folded frequencies lie between about 1.4 and 3.0 (see the worked example), so changing $N$ by one advances their phases by an amount of order one, which is why the error does not fall monotonically and why a finer grid can be worse than its neighbour. A shell whose folded frequency is small gives a slow oscillation in $N$ instead, as for the near shells of a small pocket centred at $\mathbf k=0$. A small pocket centred at $\mathbf k_c$ adds $\mathbf k_c\cdot\mathbf n$ to the frequency, because $\mathbf k_*$ is measured from the zone origin. For a pocket at $(\pi,\pi)$ the axis frequency is close to $\pi$, and the term alternates as $(-1)^N$ under a slow envelope, while the $(1,1)$ shell stays slow because its added frequency is a multiple of $2\pi$.

## The weight: number, energy and smearing

**A general weight.** For $g=\cos k_y$ and $\mathbf R=(0,N)$, exactly $c[g]=\tfrac12(c_{N+1}+c_{N-1})$. With $c_N=2A\cos\vartheta$, $\vartheta=N\varphi-3\pi/4$ and $A\propto N^{-3/2}$,

$$c[g]\simeq A\left[\left(1-\tfrac{3}{2N}\right)\cos(\vartheta+\varphi)+\left(1+\tfrac{3}{2N}\right)\cos(\vartheta-\varphi)\right]=2A\left[\cos\varphi\cos\vartheta+\tfrac{3}{2N}\sin\varphi\sin\vartheta\right].$$

The first term is $g(\mathbf k_*)c_N$ with $g(\mathbf k_*)=\cos\varphi=0.2$. At $N=200$ it is $1.907\times10^{-6}$, while quadrature gives $2.228\times10^{-6}$. The amplitude is $2A=1.7567\times10^{-4}(80/200)^{3/2}=4.44\times10^{-5}$, so $\cos\vartheta=1.907\times10^{-6}/(0.2\times4.44\times10^{-5})=0.215$; $\vartheta$ reduces to $1.35$ modulo $2\pi$ and $\sin\vartheta=0.977$. The second term is $4.44\times10^{-5}\times0.0075\times0.980\times0.977=3.2\times10^{-7}$, equal to the difference found. The $1/N$ correction to $c_N$ itself is of the same formal order but small here: its rms is 0.00016 of $2A$ near $N=200$ and it enters multiplied by $\cos\varphi=0.2$, which gives about $1.4\times10^{-9}$. The gap is 0.7% of $2A$ (the test allows 2%) and looks large only because $g(\mathbf k_*)$ and $\cos\vartheta$ are both small.

**A weight that vanishes at the parallel points.** For $g=\sin^2k_x$ and $\mathbf R=(0,N)$, $\mathbf R\cdot\nabla g=0$, so (3) has only its surface term, and $g\simeq t^2$ near $\mathbf k_*$. From $\int t^2e^{-\alpha t^2}dt=(2\alpha)^{-1}\int e^{-\alpha t^2}dt$ with $\alpha=-i\sigma R\kappa/2$, the term acquires the factor $i\sigma/(R\kappa)$. The envelope ratio times $N$ should be $1/\kappa=0.9798$; quadrature gives 0.9852 and 0.9777 in windows starting at $N=80$ and $160$, tested to 10%. The whole rest of the curve, where $g$ is not small, supplies nothing at order $N^{-3/2}$.

**The grand potential.** $\Omega$ has $g=\varepsilon-\mu$, which vanishes on the surface. Equation (3) then gives exactly $c^\Omega_{\mathbf R}=c_{\mathbf R}[-i\,\mathbf R\cdot\mathbf v/R^2]$, and at $\mathbf k_*$ the new weight is $-i\sigma|\mathbf v|/R$. Each term of the number error is multiplied by this factor, so the terms of $\delta\Omega$ scale as $N^{-(d+3)/2}$ with amplitude proportional to $|\mathbf v|/\sqrt{|K|}$. For a convex curve in $d=2$, $i\,e^{i\pi/4}\cdot(-i)=e^{i\pi/4}$, and a pair gives

$$c^\Omega_{N\mathbf n}\simeq\frac{2}{(2\pi)^2R}\sqrt{\frac{2\pi}{R\kappa}}\;\frac{|\mathbf v|}{R}\,\cos\!\left(N\varphi_{\mathbf n}-\frac\pi4\right). \tag{4}$$

The power-law sampling error has been traced to the Fermi-surface points where the velocity is parallel or antiparallel to a superlattice vector, which set its frequencies, amplitudes and phases for the filling and the grand potential. What remains is the effect of smearing, the sum over superlattice vectors and the role of the shift, a worked example, the case of fixed filling, and surfaces where the curvature vanishes.

Numbers in the example were calculated in double precision.
